# Why K1 drops out of rotation in a cubic (111) plane: verification in Python

```python
"""
Result under test: for cubic anisotropy E = K1*s + K2*p, with
s = a1^2 a2^2 + a2^2 a3^2 + a3^2 a1^2 and p = a1^2 a2^2 a3^2
(a1, a2, a3 = direction cosines of the magnetization to the cube axes),
rotation inside the (111) plane gives E = K1/4 + (K2/108)(1 + cos 6 phi),
phi measured from [2,-1,-1]. K1 gives no in-plane variation, but it pulls
the magnetization out of the plane. If a small normal component d is allowed,
K2 is replaced by K2 - 3 (K1 + K2/6)^2 / P, P = stiffness against d^2.
Energies are in J/m^3, Ms in A/m, fields in T.
"""
from itertools import permutations, product
import numpy as np
from scipy.constants import mu_0, k as k_B, e as q_e
from scipy.optimize import minimize_scalar

normal = np.array([1.0, 1.0, 1.0]) / np.sqrt(3)
u_axis = np.array([2.0, -1.0, -1.0]) / np.sqrt(6)
v_axis = np.cross(normal, u_axis)
phi = 2 * np.pi * np.arange(360) / 360


def invariants(a):
    x, y, z = a[..., 0]**2, a[..., 1]**2, a[..., 2]**2
    return x*y + y*z + z*x, x*y*z


def energy(a, K1, K2):
    s, p = invariants(a)
    return K1 * s + K2 * p


def direction(angle, d=0.0):
    """Unit vector with azimuth angle and component d along [111]."""
    angle = np.asarray(angle, dtype=float)
    flat = (np.cos(angle)[..., None] * u_axis
            + np.sin(angle)[..., None] * v_axis)
    return np.sqrt(1 - d*d) * flat + d * normal


def amplitudes(values):
    """Amplitude of each harmonic on a full, evenly sampled circle."""
    c = np.abs(np.fft.rfft(values)) / len(values)
    c[1:] *= 2
    return c


# ---- Symmetry argument, on random polynomials ----
rng = np.random.default_rng(7)
vectors = rng.normal(size=(6, 3))
identity = [np.eye(3)]
threefold = [np.roll(np.eye(3), n, axis=0) for n in range(3)]
cubic = [np.diag(signs) @ np.eye(3)[list(order)]
         for order in permutations(range(3))
         for signs in product([1, -1], repeat=3)]
circle = direction(phi)


def harmonics(degree, group):
    total = np.zeros(len(phi))
    for g in group:
        total += np.sum((circle @ g.T @ vectors.T)**degree, axis=1)
    c = amplitudes(total / len(group))
    return [int(n) for n in np.flatnonzero(c > 1e-9 * c.max())]


cases = [("degree 4, no symmetry", 4, identity, [0, 2, 4]),
         ("degree 3, threefold axis", 3, threefold, [3]),
         ("degree 4, threefold axis", 4, threefold, [0]),
         ("degree 4, cubic", 4, cubic, [0]),
         ("degree 6, cubic", 6, cubic, [0, 6]),
         ("degree 8, cubic", 8, cubic, [0, 6]),
         ("degree 10, cubic", 10, cubic, [0, 6]),
         ("degree 12, cubic", 12, cubic, [0, 6, 12])]
print("Harmonics of phi on the (111) circle, random polynomials:")
for label, degree, group, expected in cases:
    found = harmonics(degree, group)
    assert found == expected, (label, found)
    print(f"  {label}: {found}")

# ---- Example parameters: rough typical values, nickel near 300 K ----
K1, K2, Ms, T = -5000.0, -2000.0, 4.9e5, 300.0
print(f"K1 = {K1:.0f} J/m^3, K2 = {K2:.0f} J/m^3")
print(f"Ms = {Ms/1e3:.0f} kA/m, T = {T:.0f} K")

# ---- Constrained rotation in the (111) plane ----
s_plane, p_plane = invariants(circle)
assert np.allclose(s_plane, 0.25, atol=1e-14)
assert np.allclose(p_plane, np.cos(3*phi)**2 / 54, atol=1e-14)
E_plane = energy(circle, K1, K2)
assert np.allclose(E_plane, K1/4 + K2/108*(1 + np.cos(6*phi)), atol=1e-9)
print(f"K1 term in plane: mean {np.mean(K1*s_plane):.1f} J/m^3")
print(f"K1 term in plane: max - min {np.ptp(K1*s_plane):.1e} J/m^3")
for degrees in (0, 15, 30, 45, 60):
    value = K2 * p_plane[degrees]
    print(f"K2 term at phi = {degrees} deg: {value:.2f} J/m^3")

# Easy directions, from explicit crystal directions
dir112 = np.array([2., -1., -1.]) / np.sqrt(6)
dir110 = np.array([0., 1., -1.]) / np.sqrt(2)
assert energy(dir112, K1, -abs(K2)) < energy(dir110, K1, -abs(K2))
assert energy(dir112, K1, abs(K2)) > energy(dir110, K1, abs(K2))

barrier = np.ptp(E_plane)
assert np.isclose(barrier, abs(K2)/54, rtol=1e-10)
sixfold = abs(K2) / 108
assert np.isclose(amplitudes(E_plane)[6], sixfold, rtol=1e-10)
print(f"In-plane barrier: {barrier:.2f} J/m^3")
print(f"Sixfold amplitude: {sixfold:.2f} J/m^3")
h = 1e-3
E3 = energy(direction(np.array([-h, 0, h])), K1, K2)
field_numeric = (E3[0] - 2*E3[1] + E3[2]) / h**2 / Ms
field_stiff = abs(K2) / (3*Ms)
assert np.isclose(field_numeric, field_stiff, rtol=1e-4)
print(f"In-plane stiffness field: {field_stiff*1e3:.2f} mT")

# Contrast: rotation in the (001) plane
plane001 = np.stack([np.cos(phi), np.sin(phi), 0*phi], axis=1)
E001 = energy(plane001, K1, K2)
assert np.isclose(np.ptp(E001), abs(K1)/4, rtol=1e-10)
c001 = amplitudes(E001)
assert np.flatnonzero(c001 > 1e-9*c001.max()).tolist() == [0, 4]
print(f"Barrier in (001) plane: {np.ptp(E001):.0f} J/m^3")
print(f"Barrier ratio (001)/(111): {np.ptp(E001)/barrier:.1f}")

# ---- Out-of-plane component: exact invariants and linear pull ----
for d in (-0.6, 0.1, 0.8):
    a = direction(phi, d)
    r = np.sqrt(1 - d*d)
    q = (r**3*np.cos(3*phi)/(3*np.sqrt(6)) - r*r*d/(2*np.sqrt(3))
         + d**3/(3*np.sqrt(3)))
    s, p = invariants(a)
    assert np.allclose(np.prod(a, axis=1), q, atol=1e-13)
    assert np.allclose(s, (3*d*d - 1)**2/4 - 2*np.sqrt(3)*d*q, atol=1e-13)
pull = np.sqrt(2)/3 * (K1 + K2/6)
slope = (energy(direction(phi, 1e-4), K1, K2)
         - energy(direction(phi, -1e-4), K1, K2)) / 2e-4
assert np.allclose(slope, -pull*np.cos(3*phi), atol=1e-3)
print(f"Largest out-of-plane slope dE/dd: {abs(pull):.0f} J/m^3")

# ---- Free tilt in a film: full minimization against the formula ----
Kd = mu_0 * Ms**2 / 2
print(f"Film shape energy mu0 Ms^2/2: {Kd:.4g} J/m^3")


def relaxed(B):
    """Minimize over d at each azimuth; field B lies along that azimuth."""
    angles = 2*np.pi*np.arange(72)/72
    E_min, d_min = [], []
    for angle in angles:
        def total(d):
            return (float(energy(direction(angle, d), K1, K2)) + Kd*d*d
                    + Ms*B*(1 - np.sqrt(1 - d*d)))
        best = minimize_scalar(total, bounds=(-0.2, 0.2), method="bounded",
                               options={"xatol": 1e-9})
        E_min.append(best.fun)
        d_min.append(best.x)
    six = 2*np.mean(np.array(E_min)*np.cos(6*angles))
    return 108*six, np.max(np.abs(d_min))


for B in (0.0, 1.0):
    P = Kd - K1/2 + Ms*B/2
    K2_formula = K2 - 3*(K1 + K2/6)**2/P
    K2_numeric, d_numeric = relaxed(B)
    assert P > 0
    assert abs(K2_numeric/K2_formula - 1) < 0.005  # higher powers of d
    assert abs(d_numeric/(abs(pull)/(2*P)) - 1) < 0.01
    tilt = np.degrees(np.arcsin(d_numeric))
    print(f"B = {B:.0f} T: stiffness P = {P:.4g} J/m^3")
    print(f"  largest tilt out of plane: {tilt:.3f} deg")
    print(f"  K2eff formula: {K2_formula:.0f} J/m^3")
    print(f"  K2eff minimized: {K2_numeric:.0f} J/m^3")
    print(f"  change of K2: {100*(K2_numeric/K2 - 1):.1f} percent")

# ---- Miscut: exactly rotated plane against the linear formula ----
def miscut_amplitudes(eps, phi0=0.4):
    w = direction(phi0)
    t = np.cross(normal, w)
    w_tilted = np.cos(eps)*w + np.sin(eps)*normal
    a = (np.cos(phi - phi0)[:, None]*w_tilted
         + np.sin(phi - phi0)[:, None]*t)
    return amplitudes(energy(a, K1, K2))


for eps_deg, tolerance in ((0.05, 0.005), (1.0, 0.06)):  # error grows as eps
    eps = np.radians(eps_deg)
    c = miscut_amplitudes(eps)
    linear = abs(pull)*eps/2
    assert abs(c[2]/linear - 1) < tolerance
    assert abs(c[4]/linear - 1) < tolerance
print(f"1 deg miscut, linear formula: {linear:.1f} J/m^3")
print(f"1 deg miscut, exact twofold: {c[2]:.1f} J/m^3")
print(f"1 deg miscut, exact fourfold: {c[4]:.1f} J/m^3")
eps_equal = 2*sixfold/abs(pull)
assert abs(miscut_amplitudes(eps_equal)[4]/sixfold - 1) < 0.06
print(f"Miscut matching the sixfold term: {np.degrees(eps_equal):.2f} deg")

# ---- Uniaxial in-plane stress, isotropic magnetostriction ----
lam = -3e-5
stress = sixfold / (0.75*abs(lam))
E_stress = -1.5*lam*stress*np.cos(phi - 0.3)**2
assert np.isclose(amplitudes(E_stress)[2], sixfold, rtol=1e-10)
print(f"Magnetostriction used: {lam:.0e}")
print(f"Stress matching the sixfold term: {stress/1e6:.2f} MPa")

# ---- Thermal energy against the barrier of a small patch ----
volume = 100e-9 * 100e-9 * 10e-9
barrier_J = barrier * volume
print("Patch: 100 nm x 100 nm x 10 nm")
print(f"Patch barrier, constrained: {barrier_J/q_e*1e3:.1f} meV")
print(f"Thermal energy kT: {k_B*T/q_e*1e3:.1f} meV")
print(f"Barrier / kT: {barrier_J/(k_B*T):.2f}")

print("all tests passed")
```

Output:

```
Harmonics of phi on the (111) circle, random polynomials:
  degree 4, no symmetry: [0, 2, 4]
  degree 3, threefold axis: [3]
  degree 4, threefold axis: [0]
  degree 4, cubic: [0]
  degree 6, cubic: [0, 6]
  degree 8, cubic: [0, 6]
  degree 10, cubic: [0, 6]
  degree 12, cubic: [0, 6, 12]
K1 = -5000 J/m^3, K2 = -2000 J/m^3
Ms = 490 kA/m, T = 300 K
K1 term in plane: mean -1250.0 J/m^3
K1 term in plane: max - min 2.0e-12 J/m^3
K2 term at phi = 0 deg: -37.04 J/m^3
K2 term at phi = 15 deg: -18.52 J/m^3
K2 term at phi = 30 deg: -0.00 J/m^3
K2 term at phi = 45 deg: -18.52 J/m^3
K2 term at phi = 60 deg: -37.04 J/m^3
In-plane barrier: 37.04 J/m^3
Sixfold amplitude: 18.52 J/m^3
In-plane stiffness field: 1.36 mT
Barrier in (001) plane: 1250 J/m^3
Barrier ratio (001)/(111): 33.7
Largest out-of-plane slope dE/dd: 2514 J/m^3
Film shape energy mu0 Ms^2/2: 1.509e+05 J/m^3
B = 0 T: stiffness P = 1.534e+05 J/m^3
  largest tilt out of plane: 0.470 deg
  K2eff formula: -2556 J/m^3
  K2eff minimized: -2557 J/m^3
  change of K2: 27.8 percent
B = 1 T: stiffness P = 3.984e+05 J/m^3
  largest tilt out of plane: 0.181 deg
  K2eff formula: -2214 J/m^3
  K2eff minimized: -2214 J/m^3
  change of K2: 10.7 percent
1 deg miscut, linear formula: 21.9 J/m^3
1 deg miscut, exact twofold: 22.1 J/m^3
1 deg miscut, exact fourfold: 21.9 J/m^3
Miscut matching the sixfold term: 0.84 deg
Magnetostriction used: -3e-05
Stress matching the sixfold term: 0.82 MPa
Patch: 100 nm x 100 nm x 10 nm
Patch barrier, constrained: 23.1 meV
Thermal energy kT: 25.9 meV
Barrier / kT: 0.89
all tests passed
```
